\section*{Two electrons in the t2 level of a vacancy}

\section*{Problem}

A vacancy in a diamond-type crystal leaves four dangling orbitals pointing at the empty site. With the atoms in their undistorted positions the site has symmetry $T_d$. The four orbitals combine into one symmetric level $a_1$ and a threefold level $t_2$. The neutral vacancy has four electrons in them: two fill $a_1$ and two are left for $t_2$.

Take real orthonormal $t_2$ orbitals $x,y,z$ which transform like the components of a vector. Neglect spin-orbit coupling and keep the configuration $a_1^2t_2^2$.

\begin{enumerate}
\item List the microstates of the two $t_2$ electrons.
\item Find the spectroscopic terms they form, and write a state of definite spin and symmetry for each.
\item Express the term energies through repulsion integrals, and evaluate them for a model with four dangling orbitals.
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item Three orbitals with two spin directions make six spin-orbitals. A microstate is a choice of two different ones. Sort the choices by $M_S$.
\item The highest $M_S$ that occurs shows how many triplets there are. Each triplet also takes its share of the states with $M_S=0$ and $M_S=-1$.
\item Exchanging the electrons changes the sign of the total wave function. A spin triplet is even under exchange and a spin singlet is odd. This fixes the exchange symmetry of the orbital part.
\item For the energies, use the twofold rotations first. They remove most of the repulsion integrals.
\end{enumerate}

\section*{Solution}

\subsection*{1. The microstates}

There are $\binom{6}{2}=15$ choices. Write $x$ for an orbital with spin up and $\bar x$ for the same orbital with spin down. Let $|pq|$ be the normalized Slater determinant. Then
\begin{align*}
M_S=+1:&\quad |xy|,\ |xz|,\ |yz|;\\
M_S=0:&\quad |x\bar x|,\ |y\bar y|,\ |z\bar z|,\ |x\bar y|,\ |\bar xy|,\ |x\bar z|,\ |\bar xz|,\ |y\bar z|,\ |\bar yz|;\\
M_S=-1:&\quad |\bar x\bar y|,\ |\bar x\bar z|,\ |\bar y\bar z|.
\end{align*}
The three states with $M_S=1$ must belong to $S=1$, because two electrons cannot have a larger spin. Each has partners with $M_S=0$ and $-1$, so there are $3\times3=9$ triplet states. The other six states, all with $M_S=0$, are singlets. The filled $a_1$ shell has spin zero and is invariant under $T_d$, so it does not alter the classification.

\subsection*{2. The terms}

The nine orbital products $p(1)q(2)$ split into six that are even under exchange of the electrons and three that are odd. The even ones go with the singlet and the odd ones with the triplet. We need the character of each set.

Let an operation act on the orbitals with matrix $R$ and character $\chi(R)=\operatorname{tr}R$. On the products its trace is $\chi(R)^2$. If the electrons are exchanged as well, the trace becomes
\[
\sum_{pq}R_{qp}R_{pq}=\operatorname{tr}(R^2)=\chi(R^2).
\]
The projectors on even and odd products are $(1\pm P_{12})/2$, where $P_{12}$ is the exchange. Hence
\begin{equation}
\chi_\pm(R)=\tfrac12\left[\chi(R)^2\pm\chi(R^2)\right].
\end{equation}

The squares of the operations are needed: $C_3^2$ is again a threefold rotation, $C_2^2=\sigma_d^2=E$, and $S_4^2=C_2$. For example, $S_4$ has $\chi=-1$ and $\chi(R^2)=-1$, so $\chi_+=(1-1)/2=0$ and $\chi_-=(1+1)/2=1$. All classes together give
\[
\begin{array}{c|rrrrr}
 & E & 8C_3 & 3C_2 & 6S_4 & 6\sigma_d\\ \hline
A_1&1&1&1&1&1\\
A_2&1&1&1&-1&-1\\
E&2&-1&2&0&0\\
T_1&3&0&-1&1&-1\\
T_2&3&0&-1&-1&1\\ \hline
\chi_+&6&0&2&0&2\\
\chi_-&3&0&-1&1&-1
\end{array}
\]
The last row is $T_1$. For $\chi_+$, multiply by the class size and by each character, add, and divide by the group order 24:
\begin{align*}
n(A_1)&=(6+6+12)/24=1, & n(A_2)&=(6+6-12)/24=0,\\
n(E)&=(12+12)/24=1, & n(T_1)&=(18-6-12)/24=0,\\
n(T_2)&=(18-6+12)/24=1.
\end{align*}
The fifteen microstates therefore form
\begin{equation}
{}^3T_1+{}^1T_2+{}^1E+{}^1A_1,\qquad 9+3+2+1=15 .
\end{equation}

Now the states. With $\alpha$ for spin up and $\beta$ for spin down, and with electron 1 written first in every product,
\[
|x\bar y|=\frac{xy\,\alpha\beta-yx\,\beta\alpha}{\sqrt2},\qquad
|\bar xy|=\frac{xy\,\beta\alpha-yx\,\alpha\beta}{\sqrt2}.
\]
Their sum and difference factorize:
\begin{align*}
\frac{|x\bar y|+|\bar xy|}{\sqrt2}&=\tfrac12(xy-yx)(\alpha\beta+\beta\alpha),\\
\frac{|x\bar y|-|\bar xy|}{\sqrt2}&=\tfrac12(xy+yx)(\alpha\beta-\beta\alpha).
\end{align*}
The first is the $M_S=0$ state of a triplet. Its orbital part is a component of a cross product, that is, of an axial vector, which is $T_1$ in $T_d$. The second is a singlet. The operations of $T_d$ leave the product $xyz$ unchanged, so $xy+yx$ transforms like $z$, and the state belongs to $T_2$. The pairs $yz$ and $zx$ supply the partners.

The doubly occupied determinants remain. Their symmetric sum is invariant, and the two combinations orthogonal to it form $E$:
\begin{align}
{}^1A_1:&\quad \left(|x\bar x|+|y\bar y|+|z\bar z|\right)/\sqrt3,\nonumber\\
{}^1E:&\quad \left(2|z\bar z|-|x\bar x|-|y\bar y|\right)/\sqrt6,\qquad \left(|x\bar x|-|y\bar y|\right)/\sqrt2 .
\end{align}
A single determinant such as $|z\bar z|$ is thus not a term state in the undistorted vacancy. It is a mixture of $^1A_1$ and $^1E$.

\subsection*{3. The energies}

The orbital energies and the repulsion from the filled $a_1$ shell are equal for $x$, $y$ and $z$. They shift all fifteen states together and are dropped. For the repulsion $V$ between the two electrons define
\[
(pq|rs)=\iint p(1)q(1)\,V(1,2)\,r(2)s(2)\,d1\,d2 .
\]

The rotation $C_2$ about $z$ reverses $x$ and $y$. An integral can survive it only if the labels $x$ and $y$ occur in it an even number of times in total. The other twofold axes give the same condition for the other pairs. The numbers of $x$, $y$ and $z$ labels must then be all even or all odd. Three odd numbers cannot add up to four, so all are even. The remaining operations make the integrals of each type equal, which leaves
\[
U=(xx|xx),\qquad U'=(xx|yy),\qquad J=(xy|xy).
\]

For one electron in $x$ and one in $y$ with opposite spins, the diagonal element is $U'$. For the off-diagonal element, reorder the second determinant, $|\bar xy|=-|y\bar x|$. Then
\[
\langle x\bar y|V|\bar xy\rangle=-\langle x\bar y|V|y\bar x\rangle=-(xy|yx)=-J .
\]
The sum of the two determinants has energy $U'-J$ and the difference has $U'+J$. For parallel spins $|xy|$ also gives $U'-J$, as it must, since it belongs to the same triplet.

The doubly occupied determinants have $\langle x\bar x|V|x\bar x\rangle=U$ and $\langle x\bar x|V|y\bar y\rangle=(xy|xy)=J$. Their $3\times3$ matrix has $U$ on the diagonal and $J$ elsewhere. The vector $(1,1,1)$ has eigenvalue $U+2J$, and any vector whose components add to zero has $U-J$. In summary,
\begin{equation}
\begin{aligned}
E({}^3T_1)&=U'-J, & E({}^1T_2)&=U'+J,\\
E({}^1E)&=U-J, & E({}^1A_1)&=U+2J .
\end{aligned}
\label{energies}
\end{equation}

The free atom is a useful limit. With full rotational symmetry the orbital $(x+y)/\sqrt2$ must have the same self-repulsion as $x$. Its density is $(xx+yy+2xy)/2$, so
\[
U=\tfrac14(2U+2U'+4J)\quad\Longrightarrow\quad U=U'+2J .
\]
Then $U-J=U'+J$: the terms $^1E$ and $^1T_2$ merge into the fivefold $^1D$ term of the atomic configuration $p^2$. A cubic site does not impose this relation, and the vacancy can be far from it.

\subsection*{4. Four dangling orbitals}

Let $a,b,c,d$ be orthonormal dangling orbitals, and take
\[
x=\tfrac12(a+b-c-d),\quad y=\tfrac12(a-b+c-d),\quad z=\tfrac12(a-b-c+d).
\]
Keep three interactions: $u=(ii|ii)$ on one site, $v=(ii|jj)$ between two sites, and the exchange integral $k=(ij|ij)$ with $i\ne j$.

First take $u$ and $v$. The densities $xx$ and $yy$ have weight $1/4$ on each site. Four pairs of equal sites and twelve ordered pairs of different sites give $(4u+12v)/16=(u+3v)/4$ for both $U$ and $U'$. The product $xy$ has weights $\pm1/4$ that add to zero. For it the sum over different sites is minus the sum over equal sites, and $J$ receives $(4u-4v)/16=(u-v)/4$.

The exchange contribution to $(pq|rs)$ is
\[
k\sum_{i\ne j}\left(p_iq_jr_is_j+p_iq_jr_js_i\right),
\]
where $p_i=\pm1/2$ is the coefficient of orbital $p$ on site $i$. Two sums occur:
\[
\sum_{i\ne j}x_i^2y_j^2=\frac{12}{16}=\frac34,\qquad
\sum_{i\ne j}x_iy_ix_jy_j=0-\frac4{16}=-\frac14 .
\]
For $U$ both terms equal $3/4$. For $U'$ both equal $-1/4$. For $J$ there is one of each. Therefore
\begin{equation}
U=\frac{u+3v}{4}+\frac{3k}{2},\quad
U'=\frac{u+3v}{4}-\frac k2,\quad
J=\frac{u-v}{4}+\frac k2 .
\end{equation}
It follows that $E({}^1E)-E({}^3T_1)=U-U'=2k$. The large integrals $u$ and $v$ cancel from this gap. In this model, with the configuration fixed, ${}^3T_1$ and ${}^1E$ would be degenerate without intersite exchange. The cancellation comes from symmetry. The gap is $U-U'=\tfrac12(xx-yy|xx-yy)$, and the density $xx-yy$ transforms as $E$. The four site densities $ii$ span only $A_1+T_2$. Every integral that contains a site density therefore drops out of the gap, including the omitted $(ii|ij)$ and $(ii|jk)$, although these can be as large as $k$. The omitted integrals that do enter are $m=(ij|ik)$ and $n=(ij|kl)$ with all labels different. With them the gap is $2(k-2m+n)$.

As an example take $u=1.2$ eV, $v=0.4$ eV and $k=0.02$ eV. These are round model values. For $u$ and $v$ they are roughly on the scale expected for screened repulsion in a silicon vacancy. The value of $k$ is only illustrative, since intersite exchange depends strongly on the tails of the orbitals. They give
\begin{align*}
U&=0.60+0.03=0.63\ \text{eV},\\
U'&=0.60-0.01=0.59\ \text{eV},\\
J&=0.20+0.01=0.21\ \text{eV}.
\end{align*}
Equation~(\ref{energies}) then yields
\begin{align*}
E({}^3T_1)&=0.38\ \text{eV}, & E({}^1E)&=0.42\ \text{eV},\\
E({}^1T_2)&=0.80\ \text{eV}, & E({}^1A_1)&=1.05\ \text{eV}.
\end{align*}
The triplet is lowest, but by 0.04 eV, while the next term lies 0.38 eV above $^1E$. Effects of a few hundredths of an electronvolt can decide the ground term.

Spin-orbit coupling was neglected. For a generous first-order estimate of its effect, take $\zeta\sum_i\mathbf l_i\cdot\mathbf s_i$, with $\mathbf l_i$ and $\mathbf s_i$ in units of $\hbar$, and let the $t_2$ orbitals carry the full angular momentum of atomic $p$ orbitals. Inside the triplet each spin may be replaced by $\mathbf S/2$, because $\mathbf s_1-\mathbf s_2$ has no elements between triplet states. This leaves $(\zeta/2)\mathbf L\cdot\mathbf S$ with $L=S=1$. Since $\mathbf L\cdot\mathbf S=-2,-1,1$, the levels lie at $-\zeta,-\zeta/2,\zeta/2$ and span $3\zeta/2$. With $\zeta=0.03$ eV, chosen for illustration, the span would be 0.045 eV, about as large as the gap. Spin-orbit mixing of the triplet with the nearby $^1E$ term would then also matter, so this number gives only the scale. For dangling orbitals this is a strong overestimate. A single real orbital on an atom has no expectation value of the angular momentum about that atom. If overlap between atoms is neglected, the spin-orbit coupling of each atom therefore has no elements within the $t_2$ level of the four-orbital model.

\section*{Variation 1: let the $a_1$ shell open}

\emph{Does the triplet stay lowest when electrons may leave $a_1$?} Let the bare one-electron gap between $a_1$ and $t_2$ be $\Delta$, and treat the repulsion in second order for large $\Delta$.

By the twofold rotations, two kinds of excitation are possible. An electron goes from $a_1$ to $j$ while one of opposite spin goes from $i$ to $l$, with $i,j,l$ all different; or the whole $a_1$ pair moves to one $t_2$ orbital. For parallel spins the direct and exchange terms of the first kind cancel. The integral of the first kind is
\[
g=(a_1x|yz)=\frac{u-v}{4}-\frac k2=0.19\ \text{eV},
\]
by the same site sums as before.

In the triplet state $|xy|$, the spin-down $a_1$ electron can go to $x$ while $y\to z$, or to $y$ while $x\to z$. This lowers the energy by $2g^2/\Delta$. In $^1E$, with amplitudes $c_i$ on the pairs $i\bar i$, each final state is reached from two pairs $i$ and $j$. The two paths leave the orbitals of one spin in opposite order, so the amplitude is $g(c_i-c_j)$. With $\sum c_i=0$, $\sum c_i^2=1$ and two spin choices, the lowering is
\[
\frac{2g^2}{\Delta}\sum_{i<j}(c_i-c_j)^2=\frac{2g^2}{\Delta}\left[3\sum_i c_i^2-\Big(\sum_i c_i\Big)^2\right]=\frac{6g^2}{\Delta}.
\]

Moving the $a_1$ pair, with integral $h=(a_1x|a_1x)$, costs $2\Delta$. In the triplet the pair has one empty orbital to enter, which gives $h^2/2\Delta$. In $^1E$ the state with pairs in $i$ and $j$ has amplitude $h(c_i+c_j)=-hc_l$. The squares add to $h^2$, and the lowering is again $h^2/2\Delta$. It drops out of the difference:
\begin{equation}
E({}^1E)-E({}^3T_1)\simeq 2k-\frac{4g^2}{\Delta}.
\end{equation}
Mixing favours the singlet. For $\Delta=50$ eV, an artificial value that makes the expansion good, the formula gives $0.0400-0.0029=0.0371$ eV. Numerical diagonalization in all 70 four-electron determinants of the model gives 0.0372 eV.

For the more realistic $\Delta=1$ eV the same diagonalization gives $-0.020$ eV: $^1E$ is now below $^3T_1$. The formula gives $-0.10$ eV, so it has the right sign but is not quantitative there. The configuration $a_1^2t_2^2$ still has weight 0.89 in the lowest singlet and 0.88 in the lowest triplet. The term labels remain useful although the order has changed. The reversal holds only in a window of $\Delta$. The gap is $+0.003$ eV at $\Delta=3$ eV, $-0.008$ eV at 2 eV, $-0.002$ eV at 0.5 eV and $+0.018$ eV at 0.3 eV, where a quintet with $S=2$ lies below both terms.

\section*{Variation 2: a tetragonal distortion}

\emph{How do the terms respond when the atoms move?} Return to fixed $a_1^2t_2^2$. Let a distortion along $z$ shift the energies of $x,y,z$ by $\delta,\delta,-2\delta$, at an elastic cost $\delta^2/E_1$. One electron in $z$ has energy $-2\delta+\delta^2/E_1$, with minimum $-E_1$ at $\delta=E_1$. So $E_1$ is the relaxation energy of one electron. Take $E_1=0.15$ eV.

The triplet with $x$ and $y$ occupied shifts by $2\delta$. Its minimum is at $\delta=-E_1$, with gain $E_1$. Occupying $z$ and $x$ shifts the energy by $-\delta$ and gains $E_1/4$. The lowest triplet energy is therefore $0.38-0.15=0.23$ eV.

For the singlet, combine $|z\bar z|$ with $(|x\bar x|+|y\bar y|)/\sqrt2$. The matrix is
\[
\begin{pmatrix}U-4\delta&\sqrt2J\\ \sqrt2J&U+J+2\delta\end{pmatrix}.
\]
The mean of its diagonal elements is $U+J/2-\delta$ and half their difference is $3\delta+J/2$. The lower root plus the elastic cost is
\begin{equation}
E(\delta)=U+\frac J2-\delta-\sqrt{\left(3\delta+\frac J2\right)^2+2J^2}+\frac{\delta^2}{E_1}.
\end{equation}
At $\delta=0$ the square root is $3J/2$ and $E=U-J$, the $^1E$ energy. The slope there is $-1-3(J/2)/(3J/2)=-2$. It is not zero, so the undistorted $^1E$ state is unstable: this is the Jahn-Teller effect.

Numerical minimization gives $\delta=0.29$ eV and $E=-0.014$ eV, a gain of 0.43 eV from the cubic $^1E$ term. The weight of $|z\bar z|$ is then 0.98. A pure $|z\bar z|$ state would have $U-4\delta+\delta^2/E_1$, with minimum $U-4E_1=0.03$ eV at $\delta=2E_1=0.30$ eV. Two electrons in one orbital double the force on the lattice and so quadruple the gain. The distorted singlet ends 0.24 eV below the distorted triplet.

The real neutral vacancy in silicon is a low-spin centre with a tetragonal distortion, in line with this result. The parameters here are rough, and so are the energies. They miss one known property: with zero, one and two $t_2$ electrons the model gives $E(2)+E(0)-2E(1)=-0.014+2(0.15)=+0.29$ eV, whereas the real silicon vacancy is a negative-$U$ centre. With these parameters, the distortion matters more for the order of the terms than the mixing does. It changes the energy of the lowest singlet relative to the lowest triplet from $+0.04$ to $-0.24$ eV, a change of 0.28 eV. Mixing with other configurations at $\Delta=1$ eV changes it by 0.06 eV. The combined effect of mixing and distortion was not computed, and trigonal distortions were left out. At 20 K, $kT$ (here $k$ is Boltzmann's constant) is 0.0017 eV, so heat hardly populates the triplet across 0.24 eV. In hexagonal SiC the site symmetry is lower than $T_d$ from the start. The $t_2$ level is then already split, and the four cubic terms are a starting point for a further reduction.
